Why the Fermi level of n-type silicon first rises on warming

**Question**

I am stuck on an exercise about an n-type crystal with donors and no acceptors. I have to show that the Fermi level rises on warming from zero temperature, peaks where

Nc(T) = Nd exp(−3/2)/2,

and then falls toward midgap. Then I have to locate the peak for silicon.

If I set the electron density equal to the donor density Nd, I get μ = Ec − kT ln(Nc/Nd). At ordinary temperatures this falls on warming, and I see no donor energy in it. Near absolute zero the electrons should be back on the donors, so I don't trust it there. Where does the rise come from, and why is there a 3/2 in the exponent? Is the peak something one could measure?

**Answer**

Your formula assumes that every donor is ionized. The peak lies in the opposite regime, where nearly every donor is neutral, so the donor occupation has to be kept.

**Setting up the neutrality condition**

Measure energies from the conduction band edge, Ec = 0. The donor level is at −Ed and the valence band edge at −Eg. Take Ed, Eg and the effective masses as constant, and treat the donors as isolated from one another. Define

η = μ/kT, ε = Ed/kT.

As long as η is well below zero, the Fermi function in the band is a Boltzmann factor. For one ellipsoidal valley, each component q of the wavevector contributes a Gaussian integral (k is Boltzmann's constant throughout):

∫ dq/(2π) exp(−ħ²q²/2mkT) = (mkT/2πħ²)^(1/2).

Silicon has six valleys, each with one longitudinal mass m_l and two transverse masses m_t. With a factor 2 for spin,

n = Nc e^η, Nc = 2(m_c kT/2πħ²)^(3/2), m_c^(3/2) = 6(m_l m_t²)^(1/2).

What matters below is that Nc ∝ T^(3/2).

A donor can be empty, which means ionized, with statistical weight 1. Or it can hold one electron of either spin, with total weight

w = 2 exp[(μ + Ed)/kT] = 2e^(η+ε).

Double occupation is left out: the exercise's donor holds at most one electron. This is an assumption of the model, and the section on measurement shows what depends on it. Excited donor levels are left out too. The neutral fraction f and the ionized fraction are then

f = w/(1 + w), 1 − f = 1/(1 + w).

At low temperature there are no holes to speak of, and neutrality reads

Nc e^η = Nd/(1 + w).

**The freeze-out regime**

When nearly all donors are neutral, w ≫ 1 and 1/(1 + w) ≈ 1/w. Then

Nc e^η = (Nd/2) e^(−η−ε).

Multiply by e^η and divide by Nc:

e^(2η) = (Nd/2Nc) e^(−ε).

Take the logarithm and multiply by kT/2:

μ = −Ed/2 + (kT/2) ln(Nd/2Nc).

This replaces your formula at low temperature. As T → 0 the logarithm diverges, but only as ln T, so its product with T vanishes and μ → −Ed/2. The Fermi level starts halfway between the donor level and the band edge.

Now differentiate. Since Nc ∝ T^(3/2), d ln(Nd/2Nc)/dT = −3/(2T). The product rule gives

dμ/dT = (k/2) ln(Nd/2Nc) + (kT/2)(−3/(2T))
= (k/2)[ln(Nd/2Nc) − 3/2].

At very low T, Nc is small, the logarithm is large and the slope is positive. The bracket decreases steadily on warming and vanishes when Nd/2Nc = e^(3/2), that is,

Nc = Nd e^(−3/2)/2.

This is the stated condition. The 3/2 is the exponent in Nc ∝ T^(3/2). Putting ln(Nd/2Nc) = 3/2 back into μ gives the height of the peak:

μ_p = −Ed/2 + (3/4)kT_p.

For the temperature, insert Nc:

2(m_c kT_p/2πħ²)^(3/2) = (Nd/2) e^(−3/2).

Divide by 2 and raise both sides to the power 2/3, which turns e^(−3/2) into e^(−1):

T_p = (2πħ²/(k m_c)) (Nd/4)^(2/3) e^(−1).

The donor depth has dropped out. It sets the level from which the rise starts, but not the temperature of the peak.

**Why it rises first**

Hold μ fixed and warm the crystal slightly. From n = Nc e^(μ/kT) and, in freeze-out, Nd⁺ = (Nd/2) e^(−(μ+Ed)/kT),

d ln n/d ln T = 3/2 − η,
d ln Nd⁺/d ln T = η + ε.

If the positive charge grows faster than the negative charge, μ must rise to restore neutrality. This happens when η + ε > 3/2 − η, or

(μ + Ed) − (−μ) > (3/2)kT.

The left side compares two activation energies: from the donor level up to μ, and from μ up to the band. Near T = 0, μ lies slightly above the halfway point, so the first is larger, and the difference is kT ln(Nd/2Nc), which exceeds (3/2)kT. At the peak the growing number of accessible band states, which supplies the 3/2, just balances it. Beyond the peak the band gains charge faster and μ falls.

**Is the approximation good at the peak?**

Use n = Nc e^η with η = 3/4 − ε/2:

n_p/Nd = (e^(−3/2)/2) e^(3/4) e^(−ε/2) = (1/2) e^(−3/4) exp(−Ed/2kT_p).

So the ionized fraction is exponentially small if Ed ≫ kT_p. The same condition makes η strongly negative, which justifies the Boltzmann factor.

**One peak, without assuming freeze-out**

The freeze-out formula cannot show what happens once the donors ionize. Return to the full occupation, still without holes, and take the logarithm of neutrality:

ln Nc + η + ln(1 + w) = ln Nd.

Apply T d/dT and write X = T dη/dT. Since ln w = ln 2 + η + ε and T dε/dT = −ε,

3/2 + X + f(X − ε) = 0, so X = (fε − 3/2)/(1 + f).

Because μ = kTη, the slope is (1/k)dμ/dT = η + X. Multiply by 1 + f:

(1 + f)(1/k)dμ/dT = η + f(η + ε) − 3/2.

Now substitute η = ln(Nd/Nc) − ln(1 + w) and η + ε = ln w − ln 2. The terms containing w combine into

ln(1 + w) − f ln w = −f ln f − (1 − f) ln(1 − f) ≡ S(f),

where w = f/(1 − f) was used. The result is

(1 + f)(1/k)dμ/dT = ln(Nd/Nc) − 3/2 − f ln 2 − S(f).

S(f) is the mixing entropy per donor, in units of k, of neutral and ionized donors, and f ln 2 is the spin entropy. For f → 1, S vanishes and the earlier peak condition returns.

To count the zeros of the slope, first note that

T d ln w/dT = X − ε = −(3/2 + ε)/(1 + f) < 0,

so w and f fall steadily on warming. There are two ranges.

1. For w > 2, μ is above the donor level. The derivative of f ln 2 + S(f) with respect to f is ln 2 + ln[(1 − f)/f] = ln(2/w), which is negative. As f falls, this sum therefore grows. ln(Nd/Nc) falls as well, so the right side of the slope equation decreases strictly.

2. For w ≤ 2, μ is at or below the donor level, so η + ε ≤ 0 and η < 0. Then η + f(η + ε) − 3/2 is negative.

The right side starts at +∞ at T = 0, because Nc → 0 while the entropy terms stay bounded, and it ends negative. It passes through zero once, so there is a single maximum.

A deliberately shallow model donor shows when the simple condition fails. With Ed = 2 meV and Nd = 10¹⁸ cm⁻³, and Boltzmann electrons, 4% of the donors are ionized at the peak. The numerical peak is at 6.95 K, while the simple law gives 7.64 K, about 10% too high relative to the numerical value. The condition with the entropy terms reproduces the numerical Nc, 9.68 × 10¹⁶ cm⁻³. This case checks the algebra; it is not a realistic crystal, since μ is then less than kT below the band edge and Boltzmann statistics is poor.

**The peak for silicon**

Take the rough values m_l = 0.92 and m_t = 0.19 electron masses and Ed = 45 meV. Then

m_c = [6(0.92 × 0.19²)^(1/2)]^(2/3) = 1.061 electron masses,

and Nc(300 K) = 2.744 × 10¹⁹ cm⁻³. For Nd = 10¹⁶ cm⁻³ the peak requires

Nc = 10¹⁶ × 0.2231/2 = 1.116 × 10¹⁵ cm⁻³.

Scaling with T^(3/2) from 300 K,

T_p = 300 K × (1.116 × 10¹⁵ / 2.744 × 10¹⁹)^(2/3) = 0.355 K.

Here kT_p = 0.0306 meV, so the rise above −Ed/2 = −22.5 meV is

(3/4) × 0.0306 meV = 0.0229 meV.

The peak is therefore very low and very cold. For Nd = 10¹⁵ and 10¹⁷ cm⁻³ it moves to 0.076 K and 1.65 K, in line with T_p ∝ Nd^(2/3). In a test on these three densities, neutrality was solved with Fermi–Dirac integrals and holes included. Between 0.01 K and 1000 K it gave one rise and one fall, with the maximum at the predicted temperature to within one part in 10⁵.

**The fall, and where it ends**

For Nd = 10¹⁶ cm⁻³, a gap of 1100 meV and a hole density-of-states mass of 0.6 electron masses (also rough values), the numerical solution is

T = 4 K: μ = −22.9 meV
T = 20 K: μ = −26.4 meV
T = 77 K: μ = −45.8 meV
T = 300 K: μ = −204.8 meV
T = 600 K: μ = −462.4 meV
T = 1000 K: μ = −584.6 meV

In this model, which has no excited donor levels, μ passes the donor level at about 75 K. The valley-orbit levels of phosphorus in silicon, 12–13 meV above the ground state, would move this to about 72 K and lower μ at 77 K by about 1.6 meV. At 300 K almost all donors are ionized and your formula applies: −25.85 meV × ln(2744) = −204.7 meV.

At higher temperature holes enter. With full ionization, n − p = Nd and np = n_i². Let μ_i be the level at which n = p. From Nc e^(μ_i/kT) = Nv e^(−(μ_i+Eg)/kT),

μ_i = −Eg/2 + (kT/2) ln(Nv/Nc).

Then n = n_i e^((μ−μ_i)/kT) and p = n_i e^(−(μ−μ_i)/kT), so 2n_i sinh[(μ − μ_i)/kT] = Nd and

μ = μ_i + kT asinh(Nd/2n_i).

As n_i outgrows Nd, the second term disappears. At 1000 K, n_i = 1.84 × 10¹⁷ cm⁻³ and Nd/2n_i = 0.027, which leaves μ about 2 meV above μ_i = −586.9 meV.

So "toward midgap" in the exercise needs a correction: the destination is μ_i. Midgap is at −550 meV, and in this model μ passes through it and ends below, because Nv < Nc. That side and that distance belong to the constant hole mass of 0.6, which is silicon's low-temperature value. In real silicon the hole density-of-states mass grows to about 1.0 at 300 K and about 1.2 at 600–1000 K. Nv is then close to or somewhat above Nc, and μ_i lies within roughly 10 meV of midgap. The gap also shrinks, to about 0.88 eV at 1000 K, so the 600 K and 1000 K entries above are model values, not silicon values.

Does the fall continue without interruption when holes are present? Set γ = Eg/kT, so that p = Nv e^(−η−γ), and apply T d/dT to n = p + Nd(1 − f):

n(3/2 + X) = p(3/2 + γ − X) − Nd f(1 − f)(X − ε).

Collect the terms in X, with D = n + p + Nd f(1 − f), and add Dη to both sides:

D(1/k)dμ/dT = −n(3/2 − η) + p(3/2 + γ + η) + Nd f(1 − f)(ε + η).

Below the donor level the last term is negative. In the first two, η = −ln(Nc/n) and γ + η = ln(Nv/p), so they equal

−n[3/2 + ln(Nc/n)] + p[3/2 + ln(Nv/p)].

The function x[3/2 + ln(Nc/x)] has derivative 1/2 + ln(Nc/x), so it increases for x < Nc e^(1/2), which covers non-degenerate electrons. Since n > p, the sum is negative if Nv ≤ Nc, and the fall continues. Above the donor level the proof without holes applies: even at the crossing near 75 K, p/n is about 10⁻⁶⁸ here.

If Nv > Nc, μ_i itself rises with temperature and μ must eventually follow it. With a hole mass of 2.0 electron masses, the computed slope is −0.81 meV/K at 300 K but +0.042 meV/K at 1500 K.

**Could you measure the peak?**

Look at the electron density there. With Ed/kT_p = 1472,

n_p = 10¹⁶ cm⁻³ × (1/2)e^(−3/4) × e^(−736) ≈ 10⁻³⁰⁴ cm⁻³.

No crystal of any realistic size would contain one thermally excited electron. The peak is a property of the ideal infinite model, and "uncompensated" has to be taken literally: the peak stays near T_p only if the acceptor density Na is not many powers of ten above n_p. A single acceptor per cubic centimetre is already about 300 powers of ten above it.

The peak also needs donors that cannot bind a second electron. Repulsion makes the second electron weakly bound, but in the hydrogen model of an isolated donor it is still bound, by an energy E₂ of about Ed/18. In freeze-out, the doubly occupied donors then add (Nd/2) e^(η+E₂/kT) to the negative charge, and neutrality gives

μ = −(Ed + E₂)/2 − (kT/2) ln[1 + (2Nc/Nd) e^(−E₂/kT)].

Both factors in the last term grow with T, so for any E₂ > 0 the level falls from the start and there is no peak. The rise in the exercise belongs to the one-electron donor.

To see what acceptors do, suppose Na < Nd. Each acceptor takes an electron from a donor, and at low temperature n is negligible beside Na. Neutrality becomes Nd(1 − f) = Na, so w = f/(1 − f) = (Nd − Na)/Na. With w = 2e^((μ+Ed)/kT),

μ = −Ed + kT ln[(Nd − Na)/(2Na)].

In this model, where all donors are equivalent, the Fermi level now starts at the donor level itself, not halfway to the band. If Nd > 3Na, the logarithm is positive and μ again rises at first, for a different reason: the donor occupation is fixed by the acceptors, and μ has to move to keep it fixed.

For Na = 10¹² cm⁻³, one acceptor per ten thousand donors, this gives at 1 K

μ = −45 meV + 0.0862 meV × 8.52 = −44.3 meV.

The numerical maximum is at 24.8 K, with μ = −28.4 meV. Inserting these values in n = Nc e^(μ/kT) gives n ≈ 1.1 × 10¹² cm⁻³, about equal to Na. In this example, then, the peak comes where the thermally excited electrons catch up with the acceptors. It is some seventy times hotter than the uncompensated peak, and it rises about 17 meV above its starting level instead of 0.02 meV.

For your exercise, the answer is T_p ≈ 0.35 K at Nd = 10¹⁶ cm⁻³, with the donor density stated, since T_p depends on it. For a real sample, put the acceptors into the neutrality condition before looking for a maximum. At a few kelvin even that is not enough. The donors that lose their electrons are those nearest the charged acceptors, and the Coulomb energy involved is about 4 meV at Nd = 10¹⁶ cm⁻³, far above kT. This places μ about 2.6 meV above the donor level at and below 1 K, so the value −44.3 meV and the initial linear rise hold only for the model of equivalent donors. The numerical output below lists the values used here.

Numbers as computed

```
longitudinal, transverse mass: 0.92, 0.19 m_e
conduction density-of-states mass: 1.0614 m_e
valence density-of-states mass: 0.6 m_e
donor depth: 45.0 meV; gap: 1100 meV
Nc at 300 K: 2.7439e+19 cm^-3
Nv at 300 K: 1.1663e+19 cm^-3
Nd 1e+15 cm^-3: peak T numerical 0.07642 K, law 0.07642 K, rise 4.939 ueV
Nd 1e+16 cm^-3: peak T numerical 0.35473 K, law 0.35473 K, rise 22.926 ueV
Nd 1e+17 cm^-3: peak T numerical 1.64649 K, law 1.64649 K, rise 106.413 ueV
main case Nd: 1e+16 cm^-3
Nc at peak: 1.1157e+15 cm^-3
kT at peak: 0.03057 meV; Ed/kT: 1472.1
mu at peak: -22.47707 meV
log10 of n/(cm^-3) at peak: -304.3
shallow model: depth 2.0 meV, Nd 1e+18 cm^-3
shallow model neutral fraction at peak: 0.9594
shallow model Nc at peak: 9.6822e+16 cm^-3
shallow model Nc from general condition: 9.6822e+16 cm^-3
shallow model peak T: 6.9533 K; simple law: 7.6423 K
mu crosses donor level at: 75.24 K
log10(p/n) at crossing: -68.0
T    0.1 K: mu   -22.485 meV, log10 ionized fraction -1134.9893
T    4.0 K: mu   -22.868 meV, log10 ionized fraction -28.1864
T   20.0 K: mu   -26.419 meV, log10 ionized fraction -4.9832
T   77.0 K: mu   -45.777 meV, log10 ionized fraction -0.4439
T  300.0 K: mu  -204.777 meV, log10 ionized fraction -0.0018
T  600.0 K: mu  -462.388 meV, log10 ionized fraction -0.0003
T 1000.0 K: mu  -584.552 meV, log10 ionized fraction -0.0017
T 300 K: intrinsic level -561.06 meV, n_i 1.030e+10 cm^-3
T 600 K: intrinsic level -572.12 meV, n_i 1.214e+15 cm^-3
T 1000 K: intrinsic level -586.86 meV, n_i 1.841e+17 cm^-3
midgap: -550.0 meV
valence mass 2.0 m_e: slope at 300 K -0.8107 meV/K, at 1500 K 0.0418 meV/K
with Na 1e+12 cm^-3: mu at 1 K -44.266 meV
with Na 1e+12 cm^-3: peak T 24.80 K, mu -28.392 meV
```
